# Truncated force constants and the acoustic sum rule on a chain

## Problem

An infinite chain has one atom of mass \(M\) per cell and lattice spacing \(a\). Atom \(i\) is displaced by \(u_i\) along the chain from its equilibrium position, and no external force acts. In the harmonic approximation the energy, measured from equilibrium, is

\[
E=\tfrac12\sum_{i}\sum_{n}\Phi_n\,u_i u_{i+n},\qquad 
\Phi_n=\frac{\partial^2E}{\partial u_i\,\partial u_{i+n}} .
\]

The order of differentiation does not matter, so \(\Phi_{-n}=\Phi_n\). For \(n\ge1\) write \(K_n=-\Phi_n\), and assume that \(\sum_n n^2|K_n|\) is finite. The algebra is in atomic units, so \(\hbar=1\) and a frequency is also an energy. Numbers are in eV and angstrom.

To keep the number of stored force constants per atom fixed, all \(\Phi_n\) with \(|n|>R\) are set to zero. The diagonal \(\Phi_0\) is kept as computed for the full chain.

(a) What condition does a rigid shift of the full chain impose on the \(\Phi_n\)? Derive \(\omega(q)\).

(b) Find the frequency of the truncated chain at \(q=0\), and describe how its mean displacement moves.

(c) Correct the diagonal. What does this repair, and what error is left?

(d) Apply the results to \(K_n=K_1s^{\,n-1}\) with \(K_1>0\) and \(|s|<1\). Use the model parameters \(K_1=5\) eV/Å\(^2\), \(s=-0.2\), \(a=2.5\) Å and \(M=20\) u.

(e) Can the corrected chain be unstable although the full chain is stable?

## Solution

### (a) The sum rule and the full dispersion

The force on atom \(i\) is

\[
F_i=-\frac{\partial E}{\partial u_i}=-\sum_n\Phi_n u_{i+n}.
\]

The factor \(\tfrac12\) has gone because \(u_i\) occurs in the double sum once as the first factor and once as the second. If every atom moves by the same \(d\), no interatomic distance changes and the force must vanish. Hence \(-d\sum_n\Phi_n=0\) for any \(d\), which gives the acoustic sum rule

\[
\sum_n\Phi_n=0\quad\Longrightarrow\quad \Phi_0=2\sum_{n\ge1}K_n .
\]

The diagonal therefore contains every spring, including the distant ones: it measures the force on one atom when that atom moves and all others stay fixed.

Insert \(u_j=A\,e^{i(qja-\omega t)}\) into \(M\ddot u_j=F_j\) and divide by \(-u_j\):

\[
M\omega^2=\sum_n\Phi_n e^{iqna}
=\Phi_0-2\sum_{n\ge1}K_n\cos(nqa)
=2\sum_{n\ge1}K_n\,[1-\cos(nqa)] .
\]

The second form pairs \(n\) with \(-n\); the third uses the sum rule. Each bracket vanishes at \(q=0\), so \(\omega(0)=0\).

### (b) What truncation does

The truncated chain keeps \(\Phi_0\), which still holds all springs, but loses the cosine terms with \(n>R\):

\[
M\omega_R^2(q)=2\sum_{n\ge1}K_n-2\sum_{n=1}^{R}K_n\cos(nqa).
\]

Splitting the first sum at \(n=R\) gives

\[
M\omega_R^2(q)=\kappa_R+2\sum_{n=1}^{R}K_n[1-\cos(nqa)],\qquad
\kappa_R=2\sum_{n>R}K_n .
\]

At \(q=0\) this leaves \(M\omega_R^2(0)=\kappa_R\). There are three cases:

- If \(\kappa_R>0\), the acoustic branch starts at the false frequency \(\sqrt{\kappa_R/M}\), a spurious gap.
- If \(\kappa_R<0\), then \(\omega_R^2(0)<0\) and the frequency is imaginary.
- If the discarded springs happen to sum to zero, there is no error at \(q=0\).

The energy shows the cause. Regrouping the truncated energy in the same way gives

\[
E_R=\tfrac12\kappa_R\sum_i u_i^2+\tfrac12\sum_i\sum_{n=1}^{R}K_n(u_{i+n}-u_i)^2 .
\]

To check this, expand the squares. The terms in \(u_i^2\) have the coefficient \(\tfrac12\kappa_R+\sum_{n\le R}K_n=\tfrac12\Phi_0\), and the cross terms are \(-K_nu_iu_{i+n}\), as required. Each atom is thus tied to a fixed point in space by a spring \(\kappa_R\). A distant spring has been removed from the partner's side but left on the atom's own side, so the forces no longer balance in pairs.

For the motion as a whole, take a ring of \(N\) atoms, with \(N>2R\), and let \(X=\frac1N\sum_iu_i\). Adding the equations of motion gives

\[
M\ddot X=\frac1N\sum_iF_i=-\Big(\sum_{|n|\le R}\Phi_n\Big)X=-\kappa_RX .
\]

Starting from rest at \(X_0\), the solution is

\[
X(t)=X_0\cos(\omega t)\ \ (\kappa_R>0),\qquad
X(t)=X_0\cosh(|\omega|t)\ \ (\kappa_R<0),\qquad |\omega|=\sqrt{|\kappa_R|/M}.
\]

The chain either swings about a fixed point or runs away. In both cases total momentum is not conserved.

### (c) Correcting the diagonal

Keep the off-diagonal constants up to \(R\) and demand the sum rule again. This fixes the new diagonal:

\[
\Phi_0'=-\sum_{0<|n|\le R}\Phi_n=2\sum_{n=1}^{R}K_n=\Phi_0-\kappa_R .
\]

The change is the same for every atom, so it subtracts a multiple of the unit matrix from the force-constant matrix. The vibrational patterns stay the same, every \(M\omega^2\) changes by \(-\kappa_R\) (a drop for \(\kappa_R>0\), a rise for \(\kappa_R<0\)), and

\[
M\omega_{R,\mathrm{corr}}^2(q)=2\sum_{n=1}^{R}K_n[1-\cos(nqa)] .
\]

The tether is gone from \(E_R\), and what remains is the energy of a chain with springs up to range \(R\). Now \(\ddot X=0\), and momentum is conserved.

The lost springs are not restored. Subtracting each approximation from the full result gives

\[
M(\omega^2-\omega_{R,\mathrm{corr}}^2)=2\sum_{n>R}K_n[1-\cos(nqa)],\qquad
M(\omega^2-\omega_{R}^2)=-2\sum_{n>R}K_n\cos(nqa).
\]

The first error vanishes at \(q=0\). Away from \(q=0\) either one can be the smaller.

For small \(q\), \(1-\cos(nqa)\approx\tfrac12n^2q^2a^2\), so the corrected branch is

\[
\omega\approx c_R|q|,\qquad c_R^2=\frac{a^2}{M}\sum_{n=1}^{R}n^2K_n ,
\]

provided the sum is positive. The full chain has the same formula with \(R\to\infty\). The weight \(n^2\) makes the sound velocity sensitive to distant springs even after the correction.

### (d) Springs that decay geometrically

**Tail.** The geometric series gives

\[
\kappa_R=2K_1\sum_{n>R}s^{n-1}=\frac{2K_1s^R}{1-s}.
\]

For \(s>0\) this is a gap at every \(R\). For \(s<0\) the sign alternates: odd \(R\) gives an imaginary frequency and even \(R\) a gap.

**Full chain.** Let \(\theta=qa\) and \(c=\cos\theta\). Then

\[
\sum_{n\ge1}s^{n-1}\cos n\theta=\mathrm{Re}\,\frac{e^{i\theta}}{1-se^{i\theta}}
=\mathrm{Re}\,\frac{e^{i\theta}(1-se^{-i\theta})}{|1-se^{i\theta}|^2}=\frac{c-s}{1-2sc+s^2}.
\]

Subtract this from \(\sum_{n\ge1}s^{n-1}=1/(1-s)\). Over the common denominator, the numerator is

\[
1-2sc+s^2-(1-s)(c-s)=1-sc-c+s=(1+s)(1-c),
\]

and therefore

\[
M\omega^2=\frac{2K_1(1+s)(1-\cos qa)}{(1-s)(1-2s\cos qa+s^2)}\ge0 .
\]

The full chain is stable for all \(|s|<1\), so any imaginary frequency in a truncated version comes from the truncation. At small \(q\), \(1-\cos qa\to\tfrac12q^2a^2\) and the last factor of the denominator tends to \((1-s)^2\), giving \(c_\infty^2=(a^2K_1/M)(1+s)/(1-s)^3\).

**The false frequency.** For \(R=1\),

\[
\kappa_1=\frac{2(5)(-0.2)}{1.2}=-1.667\ \text{eV/Å}^2 .
\]

The energy scale follows from the corrected slope at \(R=1\), which is \(a\sqrt{K_1/M}=0.08082\) eV Å. Division by \(a=2.5\) Å gives \(\sqrt{K_1/M}=0.03233\) eV. Hence

\[
|\omega_1(0)|=0.03233\sqrt{1.667/5}=0.0187\ \text{eV}\quad(6.86\times10^{-4}\ \text{hartree}),
\]

and it is imaginary. For \(R=2\), \(\kappa_2=+0.333\) eV/Å\(^2\), and there is a gap of 0.0083 eV (\(3.07\times10^{-4}\) hartree).

Each further neighbour divides \(|\kappa_R|\) by 5 but \(|\omega_R(0)|\) only by \(\sqrt5\approx2.24\), because the frequency is the square root of the tail. At \(R=4\) the gap is still 0.00167 eV. Getting below \(10^{-4}\) eV by range alone takes four more neighbours, since \(0.00167/25\approx7\times10^{-5}\), while three more give \(1.5\times10^{-4}\). The diagonal correction removes the error at \(q=0\) for any \(R\).

**The unstable range.** For \(R=1\), \(M\omega_1^2=\kappa_1+2K_1(1-\cos qa)\) is negative for \(|q|<q_0\), where

\[
\cos(q_0a)=1+\frac{\kappa_1}{2K_1}=1-\frac{1.667}{10}=0.833,\qquad q_0=0.234\ \text{Å}^{-1}.
\]

This is 19% of the way to the zone boundary, so the damage is not confined to the single point \(q=0\).

**Dynamics.** A ring of 40 atoms starts at rest with mean displacement 0.0100 Å. For \(R=1\), \(1/|\omega|=35.3\) fs, so after 100 fs the mean displacement has grown by \(\cosh(100/35.3)\approx8.5\). For \(R=2\), \(1/\omega=78.9\) fs and the factor is \(\cos(100/78.9)\approx0.30\). With the corrected diagonal the factor is 1.0000 in both cases.

**What the correction leaves.** The slope of the full chain is 0.0550 eV Å. The corrected slopes, relative to it, are:

| \(R\) | \(\sum_{n\le R}n^2K_n/K_1\) | corrected slope / full slope |
|---|---|---|
| 1 | 1 | 1.47 |
| 2 | \(1-0.8=0.2\) | 0.66 |
| 3 | \(0.2+0.36=0.56\) | 1.10 |
| 4 | \(0.56-0.128=0.432\) | 0.97 |

A branch that starts at zero can thus still have a sound velocity wrong by tens of percent.

At the zone boundary \(\cos qa=-1\), and the full chain has \(M\omega^2=4K_1/(1-s^2)\), or \(\omega=0.0660\) eV. The second-neighbour spring does not contribute there, since \(1-\cos2\pi=0\), so the corrected chains with \(R=1\) and \(R=2\) both give \(\omega=2\sqrt{K_1/M}=0.0647\) eV. Without correction the values are 0.0619 eV for \(R=1\) and 0.0652 eV for \(R=2\). The correction improves the first and slightly worsens the second. Its justification is translation invariance, not a smaller error at every \(q\).

### (e) When the corrected chain is still unstable

For \(R=2\), use \(1-\cos2\theta=2(1-c^2)=2(1-c)(1+c)\):

\[
M\omega_{2,\mathrm{corr}}^2=2K_1[(1-c)+s(1-\cos2\theta)]
=2K_1(1-c)[1+2s(1+c)] .
\]

For \(s<0\) the last bracket is smallest as \(c\to1\), where it tends to \(1+4s\). The corrected chain is therefore stable for \(-\tfrac14\le s<0\) and unstable near \(q=0\) for \(s<-\tfrac14\), although \(\omega(0)=0\) holds in both cases. The endpoint \(s=-\tfrac14\) is marginal: there \(M\omega^2=K_1(1-c)^2\), the sound velocity vanishes and \(\omega\propto q^2\).

Take \(s=-0.4\). Then \(M\omega^2=2K_1(0.2-c+0.8c^2)\). Setting the derivative with respect to \(c\) to zero gives \(-1+1.6c=0\), so \(c=0.625\) and

\[
M\omega^2=10\,(0.2-0.625+0.3125)=-1.125\ \text{eV/Å}^2
\]

at \(q\approx0.358\) Å\(^{-1}\). The frequency there is imaginary, with \(|\omega|=0.0153\) eV, while the full chain is stable by part (d).

The cause is the discarded tail, whose terms alternate in sign and carry the weight \(n^2\). With two springs the sum that sets the sound velocity is \(K_1(1-1.6)=-0.6K_1\). The third adds \(9s^2K_1=1.44K_1\) and makes it \(+0.84K_1\), which restores stability near \(q=0\) for \(R=3\); larger \(q\) must be checked separately. The fourth adds \(16s^3K_1=-1.024K_1\) and makes the sum \(-0.184K_1\), so the corrected \(R=4\) chain is unstable again near \(q=0\). The fifth adds \(25s^4K_1=0.64K_1\), giving \(0.456K_1\), and the sixth adds \(36s^5K_1\approx-0.369K_1\), giving \(0.087K_1\). From the second on, the terms alternate and shrink in size, so every later partial sum lies between the values for \(R=6\) and \(R=5\). Hence the sum stays positive for all \(R\ge5\) and tends to the full value \(K_1(1+s)/(1-s)^3\approx0.219K_1\). In a chain with one atom per cell, the only mode at \(q=0\) is the uniform shift, so an imaginary frequency there signals a broken sum rule. With several atoms per cell, an optical mode at \(q=0\) can be unstable even when the sum rule holds. An imaginary acoustic frequency that remains at small \(q\) after the correction may signal too short a range, and the way to find out is to increase \(R\) until the sum has converged, not merely by one neighbour. This test relies on the assumption that \(\sum_n n^2|K_n|\) is finite. It fails for springs that decay as \(1/n^3\) or more slowly, as dipole interactions along a chain do, and the long-range part must then be treated separately.

The numerical output below lists the values for \(s=-0.2\) and, for \(s=-0.4\), the lowest point of the corrected \(R=2\) branch.

## Computed values

```
K1 = 5.0 eV/A^2, s = -0.2, a = 2.5 A, M = 20.0 u
ring size = 40 atoms
diagonal Phi_0 of full chain = 8.3333 eV/A^2
spring K_1 = 5.0000 eV/A^2
spring K_2 = -1.0000 eV/A^2
spring K_3 = 0.2000 eV/A^2
spring K_4 = -0.0400 eV/A^2
spring K_5 = 0.0080 eV/A^2
full chain: slope d(hbar omega)/dq at q=0 = 0.05499 eV A
R=1: kappa = -1.66667 eV/A^2, |hbar omega(0)| = 0.01866 eV (imaginary)
R=1: corrected slope = 0.08082 eV A, ratio to full = 1.470
R=2: kappa = +0.33333 eV/A^2, |hbar omega(0)| = 0.00835 eV (gap)
R=2: corrected slope = 0.03614 eV A, ratio to full = 0.657
R=3: kappa = -0.06667 eV/A^2, |hbar omega(0)| = 0.00373 eV (imaginary)
R=3: corrected slope = 0.06048 eV A, ratio to full = 1.100
R=4: kappa = +0.01333 eV/A^2, |hbar omega(0)| = 0.00167 eV (gap)
R=4: corrected slope = 0.05312 eV A, ratio to full = 0.966
R=1: |omega(0)| before correction = 6.8589e-04 hartree
R=2: |omega(0)| before correction = 3.0674e-04 hartree
zone boundary, full chain: hbar omega = 0.06599 eV
zone boundary, R=1: uncorrected 0.06190 eV, corrected 0.06465 eV
zone boundary, R=2: uncorrected 0.06519 eV, corrected 0.06465 eV
R=1 uncorrected: imaginary for |q| < 0.2343 1/A, fraction of zone = 0.1864
dynamics: time = 100.0 fs, start at rest, mean displacement X0 = 0.01001 A
R=1: 1/|omega(0)| = 35.27 fs, X/X0 uncorrected = 8.5494, corrected = 1.0000
R=2: 1/|omega(0)| = 78.86 fs, X/X0 uncorrected = 0.2981, corrected = 1.0000
s = -0.4, R=2 corrected: lowest M omega^2 = -1.1250 eV/A^2 at q = 0.3581 1/A
s = -0.4, R=2 corrected: |hbar omega| there = 0.01533 eV (imaginary)
```
